**One-way phonon mode, two-way heat: a test of equal total transmission**

The program tests that a harmonic structure between two leads can pass one phonon polarization one way while its transmission summed over all modes is equal in both directions. Here y and z are the transverse polarizations, L and R the leads, S the flux-normalised scattering matrix, and P[b, a] = |S[b, a]|² the energy fraction passing from channel a to channel b. At 1 THz, y passes with 0.966 from the left and 6×10⁻⁶ from the right, yet both totals are 0.9974. The program asserts that wave packets propagated by Newton's equations agree with S, and that a classical Langevin current agrees with the transmission integral. For a random structure with unequal leads, it asserts that the totals differ only in the case that has both loss and a gyroscopic force. With leads at 40 K and 20 K the current is 623.6 pW in either direction. A floating inner bath gives a rectification of −0.8%, and quartic springs in a Gaussian closure give +6.3% in a separate small classical device. The estimates for tellurium-like parameters rest on rough inputs and are not computed properties of the material.

## Check in Python

```python
# RESULT UNDER TEST: a harmonic structure between two leads can pass one phonon
# polarization one way only, yet its transmission summed over all incoming and
# outgoing modes is equal in both directions, so it does not rectify heat.
# Symbols: y, z = transverse polarizations; L, R = left and right lead;
# S = flux-normalised scattering matrix, channel order (Ly, Lz, Ry, Rz);
# P[b, a] = |S[b, a]|^2 = energy fraction from channel a to channel b.
# Internal units: atomic mass m = 1, lead spring k = 1, spacing a = 1.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import brentq
from scipy.sparse import csr_matrix

EYE2 = np.eye(2)


def stiffness(onsite, bonds):
    """Force-constant matrix; end atoms also carry the spring to the next atom."""
    n = len(onsite)
    K = np.zeros((2 * n, 2 * n))
    for i in range(n):
        K[2*i:2*i+2, 2*i:2*i+2] += onsite[i]
    for i in range(n - 1):
        p, r = slice(2*i, 2*i+2), slice(2*i+2, 2*i+4)
        K[p, p] += bonds[i]
        K[r, r] += bonds[i]
        K[p, r] -= bonds[i]
        K[r, p] -= bonds[i]
    K[:2, :2] += EYE2
    K[-2:, -2:] += EYE2
    return K


def device_parts(n_conv, n_filt, split, side, soft_conv=1.0, soft_filt=1.0):
    """Converter (stiffness axes at 45 degrees), then filter (side springs on y)."""
    n = n_conv + n_filt + 2
    onsite = np.zeros((n, 2, 2))
    onsite[n_conv+1:n_conv+1+n_filt, 0, 0] = side * soft_filt
    bonds = np.array([EYE2] * (n - 1))
    bonds[:n_conv] = soft_conv * np.array([[1, split], [split, 1]])
    bonds[n_conv:] *= soft_filt
    return onsite, bonds


def scattering(omega, K, lead_side=(0, 0, 0, 0), damping=None, gyro=None):
    """S at each frequency from matching to outgoing waves in the leads."""
    omega = np.atleast_1d(omega).astype(float)
    size = len(K)
    ends = np.array([0, 1, size - 2, size - 1])
    velocity_terms = np.zeros((size, size))
    if damping is not None:
        velocity_terms += np.diag(damping)
    if gyro is not None:
        velocity_terms -= gyro
    result = []
    for w in np.array_split(omega, max(1, len(omega) // 300)):
        c = 1 - (w[:, None]**2 - np.array(lead_side)) / 2
        root = np.sqrt(np.abs(c**2 - 1))
        is_open = np.abs(c) < 1
        step = np.where(is_open, c + 1j * root, c - np.sign(c) * root)
        flux = np.sqrt(np.where(is_open, root, 0.0))
        A = (w[:, None, None]**2 * np.eye(size) - K
             + 1j * w[:, None, None] * velocity_terms)
        A[:, ends, ends] += step
        rhs = np.zeros((len(w), size, 4), complex)
        rhs[:, ends, np.arange(4)] = 2j * flux
        u = np.linalg.solve(A, rhs)
        result.append(flux[:, :, None] * u[:, ends, :] - np.eye(4))
    return np.concatenate(result)


def totals(P):
    """Summed transmission left-to-right and right-to-left."""
    return P[:, 2:, :2].sum((1, 2)), P[:, :2, 2:].sum((1, 2))


# ---------- inputs of the example (rough regime of tellurium) ----------
mass = 127.6 * const.atomic_mass
spring, spacing = 25.0, 0.20e-9
f_design, T_hot, T_cold = 1.0e12, 40.0, 20.0
split, side_spring, n_filt = 0.30, 20.0, 10
rate = np.sqrt(spring / mass)
side = side_spring / spring
w0 = 2 * np.pi * f_design / rate
q_stiff = 2 * np.arcsin(w0 / 2 / np.sqrt(1 + split))
q_soft = 2 * np.arcsin(w0 / 2 / np.sqrt(1 - split))
n_exact = np.pi / (q_soft - q_stiff)
n_conv = int(round(n_exact))
onsite, bonds = device_parts(n_conv, n_filt, split, side)
K = stiffness(onsite, bonds)
length = (len(onsite) - 1) * spacing
print(f"mass {mass/const.atomic_mass:.1f} u, spring {spring:.0f} N/m, "
      f"spacing {spacing*1e9:.2f} nm")
print(f"sound speed {spacing*rate:.0f} m/s, band top {rate/np.pi/1e12:.3f} THz")
print(f"design frequency {f_design/1e12:.2f} THz, "
      f"y cutoff in filter {np.sqrt(side)*rate/2/np.pi/1e12:.3f} THz")
print(f"converter stiffness split +/-{split:.2f}; "
      f"side spring {side_spring:.0f} N/m")
print(f"phase per bond: stiff {q_stiff:.4f}, soft {q_soft:.4f} rad")
print(f"half-wave length {n_exact:.2f} bonds, used {n_conv}; "
      f"filter {n_filt} atoms; device {length*1e9:.2f} nm")

# ---------- transmission at the design frequency ----------
S0 = scattering(w0, K)
P0 = np.abs(S0[0])**2
fwd0, rev0 = [x[0] for x in totals(P0[None])]
assert np.allclose(S0[0].conj().T @ S0[0], np.eye(4), atol=1e-10)
assert P0[2:, 0].sum() > 0.9 and P0[:2, 2].sum() < 0.01
assert abs(fwd0 - rev0) < 1e-10
print("Transmission at design frequency (out<-in):")
print(f" L to R: y<-y {P0[2,0]:.5f}  z<-y {P0[3,0]:.5f}  "
      f"y<-z {P0[2,1]:.5f}  z<-z {P0[3,1]:.5f}")
print(f" R to L: y<-y {P0[0,2]:.5f}  z<-y {P0[1,2]:.5f}  "
      f"y<-z {P0[0,3]:.5f}  z<-z {P0[1,3]:.5f}")
print(f" y alone: from L {P0[2:,0].sum():.5f}, from R {P0[:2,2].sum():.2e}")
print(f" all modes: L to R {fwd0:.6f}, R to L {rev0:.6f}")

# One-way passage of y needs both the converter and the filter.
for label, d, s in (("without filter", split, 0.0), ("without converter", 0.0, side)):
    Q = np.abs(scattering(w0, stiffness(*device_parts(n_conv, n_filt, d, s)))[0])**2
    left, right = Q[2:, 0].sum(), Q[:2, 2].sum()
    assert abs(left - right) < 1e-9
    print(f" {label}: y from L {left:.5f}, from R {right:.5f}")

# ---------- independent road: wave packets under Newton's equations ----------
pad, width, start = 500, 40.0, 220
n_dev = len(onsite)
n_all = n_dev + 2 * pad
big_onsite = np.zeros((n_all, 2, 2))
big_onsite[pad:pad+n_dev] = onsite
big_bonds = np.array([EYE2] * (n_all - 1))
big_bonds[pad:pad+n_dev-1] = bonds
K_big = csr_matrix(stiffness(big_onsite, big_bonds))
q0 = 2 * np.arcsin(w0 / 2)
speed = np.cos(q0 / 2)
u = np.zeros((2 * n_all, 4))
v = np.zeros_like(u)
sites = np.arange(n_all)
for column in range(4):
    from_left = column < 2
    x = sites - (pad - start) if from_left else (pad + n_dev - 1 + start) - sites
    g = np.exp(-x**2 / (4 * width**2))
    u[column % 2::2, column] = g * np.cos(q0 * x)
    v[column % 2::2, column] = (w0 * g * np.sin(q0 * x)
                                + speed * x / (2 * width**2) * g * np.cos(q0 * x))
dt = 0.1
force = -(K_big @ u)
energy_start = 0.5 * (v**2 - u * force).sum(0)
for _ in range(int(500 / speed / dt)):
    v += 0.5 * dt * force
    u += dt * v
    force = -(K_big @ u)
    v += 0.5 * dt * force
energy = 0.5 * (v**2 - u * force)
middle = 2 * (pad + n_dev // 2)
packet = np.concatenate([energy[middle:, :2].sum(0), energy[:middle, 2:].sum(0)])
packet /= energy_start
qs = q0 + np.linspace(-4, 4, 81) / (2 * width)
ws = 2 * np.sin(qs / 2)
weight = np.exp(-2 * width**2 * (qs - q0)**2) * ws**2
Pq = np.abs(scattering(ws, K))**2
per_input = np.concatenate([Pq[:, 2:, :2].sum(1), Pq[:, :2, 2:].sum(1)], axis=1)
predicted = weight @ per_input / weight.sum()
# tolerance: finite time step and slight impurity of the launched packets
assert np.max(np.abs(packet - predicted)) < 5e-3
assert abs(packet[:2].sum() - packet[2:].sum()) < 5e-3
print("Wave packets, transmitted energy fraction (Ly, Lz, Ry, Rz):")
print(" Newton   " + "  ".join(f"{abs(x):.4f}" for x in packet))
print(" from S   " + "  ".join(f"{x:.4f}" for x in predicted))

# ---------- which symmetry does what: random structure, unequal leads ----------
rng = np.random.default_rng(3)
n_rand = 8
rand = rng.normal(size=(n_rand, 2, 2))
rand_onsite = 0.3 * rand @ rand.transpose(0, 2, 1)
K_rand = stiffness(rand_onsite, np.array([EYE2] * (n_rand - 1)))
loss = np.zeros(2 * n_rand)
loss[::2] = rng.uniform(0.2, 0.8, n_rand)
gyro = np.zeros((2 * n_rand, 2 * n_rand))
for i, strength in enumerate(rng.uniform(0.3, 0.9, n_rand)):
    gyro[2*i, 2*i+1], gyro[2*i+1, 2*i] = strength, -strength
lead_side = (0, 0, 0.5, 0)      # right lead has no y mode below omega^2 = 0.5
w_test = np.linspace(0.1, 1.9, 61)
print("Random structure, unequal leads: max |total difference|, max |S - S^T|")
for has_loss in (False, True):
    for has_gyro in (False, True):
        S = scattering(w_test, K_rand, lead_side, loss if has_loss else None,
                       gyro if has_gyro else None)
        forward, backward = totals(np.abs(S)**2)
        gap = np.max(np.abs(forward - backward))
        skew = np.max(np.abs(S - S.transpose(0, 2, 1)))
        assert (skew > 1e-2) if has_gyro else (skew < 1e-10)
        assert (gap > 1e-3) if (has_loss and has_gyro) else (gap < 1e-10)
        print(f" loss {str(has_loss):5s} gyroscopic {str(has_gyro):5s}: "
              f"{gap:.1e}, {skew:.1e}")

# ---------- heat currents between thermal leads ----------
def midpoints(count):
    return (np.arange(count) + 0.5) * 2.0 / count


def heat(weight_of_omega, temperature, w):
    """Power in W: integral of hbar*omega/(2 pi) * weight * Bose occupation."""
    energy_quantum = const.hbar * w * rate
    bose = 1 / np.expm1(energy_quantum / (const.k * temperature))
    return np.sum(energy_quantum * weight_of_omega * bose) * rate * (w[1]-w[0]) / (2*np.pi)


def two_way(P, w):
    right, left = totals(P)
    return (heat(right, T_hot, w) - heat(left, T_cold, w),
            heat(left, T_hot, w) - heat(right, T_cold, w))


w_coarse, w_fine = midpoints(1500), midpoints(3000)
P_coarse = np.abs(scattering(w_coarse, K))**2
P_fine = np.abs(scattering(w_fine, K))**2
J_coarse = two_way(P_coarse, w_coarse)
J_fwd, J_rev = two_way(P_fine, w_fine)
shift = abs(J_coarse[0] / J_fwd - 1)
assert shift < 2e-3
assert abs(J_fwd / J_rev - 1) < 1e-9
emit = [heat(P_fine[:, 2:, 0].sum(1), T_hot, w_fine),
        heat(P_fine[:, 2:, 1].sum(1), T_hot, w_fine),
        heat(P_fine[:, :2, 2].sum(1), T_hot, w_fine),
        heat(P_fine[:, :2, 3].sum(1), T_hot, w_fine)]
assert abs(emit[0] / emit[2] - 1) > 0.01
assert abs((emit[0] + emit[1]) / (emit[2] + emit[3]) - 1) < 1e-9
print(f"Leads at {T_hot:.0f} K and {T_cold:.0f} K; power sent across by hot lead:")
print(f" hot L: y {emit[0]*1e12:.2f}, z {emit[1]*1e12:.2f}, "
      f"sum {(emit[0]+emit[1])*1e12:.2f} pW")
print(f" hot R: y {emit[2]*1e12:.2f}, z {emit[3]*1e12:.2f}, "
      f"sum {(emit[2]+emit[3])*1e12:.2f} pW")
print(f" both leads at {T_hot:.0f} K, net L to R: y {(emit[0]-emit[2])*1e12:+.2f}, "
      f"z {(emit[1]-emit[3])*1e12:+.2f} pW")
print(f" net current: forward {J_fwd*1e12:.3f}, reverse {J_rev*1e12:.3f} pW")
print(f" rectification {J_fwd/J_rev-1:.1e}; grid-halving shift {shift:.1e}")

# ---------- classical Langevin road, and a true rectifier ----------
def langevin(K_small, T_left, T_right, quartic):
    """Heat from left bath; quartic on-site springs in Gaussian closure."""
    size = len(K_small)
    friction = np.zeros(size)
    friction[:2] = friction[-2:] = 1.0
    bath = np.zeros(size)
    bath[:2], bath[-2:] = T_left, T_right
    noise = np.diag(np.concatenate([np.zeros(size), 2 * friction * bath]))
    extra = np.zeros(size)
    for _ in range(500):
        drift = np.block([[np.zeros((size, size)), np.eye(size)],
                          [-K_small - np.diag(extra), -np.diag(friction)]])
        variance = np.diag(solve_continuous_lyapunov(drift, -noise))
        new = 3 * quartic * variance[:size]
        if np.max(np.abs(new - extra)) < 1e-11:
            return np.sum(T_left - variance[size:size+2])
        extra = 0.5 * (extra + new)
    raise AssertionError("Gaussian closure did not converge")


def rectification(K_small, quartic):
    return langevin(K_small, 1.5, 0.5, quartic) / -langevin(K_small, 0.5, 1.5, quartic) - 1


K_small = stiffness(*device_parts(4, 3, split, side))
size = len(K_small)
friction = np.zeros(size)
friction[:2] = friction[-2:] = 1.0
w = np.linspace(0, 6, 12001)
G = np.linalg.inv(w[:, None, None]**2 * np.eye(size) - K_small
                  + 1j * w[:, None, None] * np.diag(friction))
trans = 4 * w**2 * (np.abs(G[:, :2, -2:])**2).sum((1, 2))
J_integral = trans.sum() * (w[1] - w[0]) / (2 * np.pi)
J_langevin = langevin(K_small, 1.5, 0.5, np.zeros(size))
assert abs(J_integral / J_langevin - 1) < 1e-4
on_filter = np.zeros(size)
on_filter[10:16] = 1.0
K_even = stiffness(np.zeros((9, 2, 2)), np.array([EYE2] * 8))
r_harm = rectification(K_small, np.zeros(size))
r_quart = rectification(K_small, on_filter)
r_even = rectification(K_even, np.ones(size))
assert abs(r_harm) < 1e-9 and abs(r_even) < 1e-7 and abs(r_quart) > 1e-3
print("Classical 9-atom device, baths 1.5 and 0.5 (model units):")
print(f" current: Langevin {J_langevin:.6f}, transmission integral {J_integral:.6f}")
print(f" rectification: harmonic {r_harm:.1e}, quartic in filter {r_quart:+.4f}, "
      f"quartic symmetric {r_even:.1e}")

# ---------- size of what the example neglects (rough inputs) ----------
conductivity, atom_density = 30.0, 2.9e28     # W/(m K) near 30 K; atoms per m^3
free_path = 3 * conductivity / (3 * atom_density * const.k * spacing * rate)
S_damped = scattering(w_coarse, K, damping=np.full(len(K), spacing / free_path))
P_damped = np.abs(S_damped)**2
through = totals(P_damped)[0]
absorb_L = 2 - P_damped[:, :, :2].sum((1, 2))
absorb_R = 2 - P_damped[:, :, 2:].sum((1, 2))
assert np.max(np.abs(through - totals(P_damped)[1])) < 1e-10
assert min(absorb_L.min(), absorb_R.min()) > -1e-10


def floating_bath(T_L, T_R):
    """Current from left lead when the inner bath takes no net heat."""
    gain = heat(absorb_L, T_L, w_coarse) + heat(absorb_R, T_R, w_coarse)
    T_in = brentq(lambda T: (heat(absorb_L + absorb_R, T, w_coarse) - gain) * 1e12,
                  T_cold, T_hot, xtol=1e-12, rtol=1e-14)
    current = (heat(through + absorb_L, T_L, w_coarse) - heat(through, T_R, w_coarse)
               - heat(absorb_L, T_in, w_coarse))
    return current, T_in


(J_a, T_a), (J_b, T_b) = floating_bath(T_hot, T_cold), floating_bath(T_cold, T_hot)
r_float = J_a / -J_b - 1
assert abs(r_float) > 1e-6
print("Neglected effects, from rough inputs:")
print(f" bulk conductivity {conductivity:.0f} W/(m K), density {atom_density:.1e} m^-3:"
      f" free path {free_path*1e9:.0f} nm")
print(f" device length / free path {length/free_path:.3f}")
print(f" floating bath: {J_a*1e12:.3f} and {-J_b*1e12:.3f} pW, "
      f"rectification {r_float:+.1e}")
print(f" floating-bath temperature: hot L {T_a:.2f} K, hot R {T_b:.2f} K")
gruneisen, expansion = 1.0, 5e-5
soft = 1 - 2 * gruneisen * expansion * (T_hot - T_cold)
K_hotL = stiffness(*device_parts(n_conv, n_filt, split, side, soft_conv=soft))
K_hotR = stiffness(*device_parts(n_conv, n_filt, split, side, soft_filt=soft))
J_hotL = two_way(np.abs(scattering(w_coarse, K_hotL))**2, w_coarse)[0]
J_hotR = two_way(np.abs(scattering(w_coarse, K_hotR))**2, w_coarse)[1]
print(f" Grueneisen {gruneisen:.0f}, expansion {expansion:.0e} /K: hot springs softer by "
      f"{1-soft:.1e}, rectification {J_hotL/J_hotR-1:+.1e}")
open_channel = np.pi**2 * const.k**2 / (6 * const.h) * (T_hot**2 - T_cold**2)
print(f" longitudinal channel, at most {open_channel*1e12:.0f} pW, either direction")
hole_density = 1e15
carriers = hole_density * 1e6 * length / (atom_density * spacing)
print(f" holes at {hole_density:.0e} cm^-3: {carriers:.1e} carriers in the device")
print("all assertions hold")
```

Printed output:

```
mass 127.6 u, spring 25 N/m, spacing 0.20 nm
sound speed 2172 m/s, band top 3.458 THz
design frequency 1.00 THz, y cutoff in filter 1.546 THz
converter stiffness split +/-0.30; side spring 20 N/m
phase per bond: stiff 0.5129, soft 0.7059 rad
half-wave length 16.28 bonds, used 16; filter 10 atoms; device 5.40 nm
Transmission at design frequency (out<-in):
 L to R: y<-y 0.00000  z<-y 0.96588  y<-z 0.00001  z<-z 0.03147
 R to L: y<-y 0.00000  z<-y 0.00001  y<-z 0.96588  z<-z 0.03147
 y alone: from L 0.96588, from R 6.13e-06
 all modes: L to R 0.997355, R to L 0.997355
 without filter: y from L 0.97372, from R 0.97372
 without converter: y from L 0.00001, from R 0.00001
Wave packets, transmitted energy fraction (Ly, Lz, Ry, Rz):
 Newton   0.9647  0.0328  0.0000  0.9976
 from S   0.9647  0.0328  0.0000  0.9976
Random structure, unequal leads: max |total difference|, max |S - S^T|
 loss False gyroscopic False: 1.3e-15, 7.7e-16
 loss False gyroscopic True : 8.9e-16, 1.6e+00
 loss True  gyroscopic False: 8.9e-16, 6.2e-16
 loss True  gyroscopic True : 8.0e-02, 8.2e-01
Leads at 40 K and 20 K; power sent across by hot lead:
 hot L: y 386.81, z 433.50, sum 820.30 pW
 hot R: y 123.95, z 696.35, sum 820.30 pW
 both leads at 40 K, net L to R: y +262.85, z -262.85 pW
 net current: forward 623.603, reverse 623.603 pW
 rectification -1.1e-16; grid-halving shift 4.8e-07
Classical 9-atom device, baths 1.5 and 0.5 (model units):
 current: Langevin 0.296782, transmission integral 0.296782
 rectification: harmonic 3.2e-14, quartic in filter +0.0629, quartic symmetric -2.4e-14
Neglected effects, from rough inputs:
 bulk conductivity 30 W/(m K), density 2.9e+28 m^-3: free path 34 nm
 device length / free path 0.157
 floating bath: 587.826 and 592.451 pW, rectification -7.8e-03
 floating-bath temperature: hot L 33.20 K, hot R 29.94 K
 Grueneisen 1, expansion 5e-05 /K: hot springs softer by 2.0e-03, rectification -4.9e-04
 longitudinal channel, at most 568 pW, either direction
 holes at 1e+15 cm^-3: 9.3e-07 carriers in the device
all assertions hold
```
